\section*{Thermal grooving at a grain boundary by surface diffusion}

\section{The problem}

A polycrystal with a flat surface is heated. A vertical grain boundary meets the surface along a line, and a groove forms there. We ask for its shape and its growth law.

Let $y(x,t)$ be the surface height, positive outward, with $y=0$ the original surface and the boundary at $x=0$. Nothing varies along the groove. We treat $x\ge 0$; the other grain is the mirror image. The model assumes an isotropic surface energy $\gamma$ per area, a boundary energy $\gamma_{gb}<2\gamma$, an immobile boundary that supplies no atoms, and transport by surface diffusion alone. The grains are much wider than the groove. Part (h) relaxes several of these assumptions. The equations hold in any consistent units, atomic units included.

\section{(a) The angle at the root}

\textit{Find the surface inclination $\theta$ at the root from the balance of energies.}

\paragraph{Solution.} Take surface points at $x=\pm w$, with $w$ much smaller than the groove, so that the surface between them and the root is nearly straight. Let the root lie a depth $h$ below them. Lowering the root lengthens the two surfaces and shortens the boundary. Per length of groove, the energy is
\begin{equation}
E(h)=2\gamma\sqrt{w^2+h^2}-\gamma_{gb}h+\text{const}.
\end{equation}
The energy of the atoms moved is proportional to an area of order $wh$, so it becomes negligible beside these terms as $w\to0$. Setting the derivative to zero gives
\begin{equation}
\frac{2\gamma h}{\sqrt{w^2+h^2}}=\gamma_{gb}
\quad\Longrightarrow\quad
\sin\theta=\frac{\gamma_{gb}}{2\gamma},\qquad m\equiv\tan\theta .
\end{equation}
The second derivative, $2\gamma w^2/(w^2+h^2)^{3/2}$, is positive, so this is a minimum. The dihedral angle between the two surfaces is $\pi-2\theta$. Because a small region relaxes much faster than the whole groove, we impose $y_x(0^+,t)=m$ at all times $t>0$.

\section{(b) The chemical potential}

\textit{How much does the surface energy change when one atom is added to a curved surface?}

\paragraph{Solution.} Per length of groove the energy is $E=\gamma\int\sqrt{1+y_x^2}\,dx$. Vary $y$ by a local bump $\delta y$ that vanishes at the ends, and integrate by parts:
\begin{equation}
\delta E=\gamma\int\frac{y_x\,\delta y_x}{\sqrt{1+y_x^2}}\,dx
=-\gamma\int\frac{d}{dx}\!\left(\frac{y_x}{\sqrt{1+y_x^2}}\right)\delta y\,dx .
\end{equation}
The derivative is
\begin{equation}
\frac{y_{xx}}{(1+y_x^2)^{1/2}}-\frac{y_x^2y_{xx}}{(1+y_x^2)^{3/2}}
=\frac{y_{xx}}{(1+y_x^2)^{3/2}}\equiv K .
\end{equation}
The added volume per length is $\int\delta y\,dx$, and one atom has volume $\Omega$. Relative to a flat surface, therefore,
\begin{equation}
\mu=-\gamma\Omega K .
\end{equation}
A convex part of the solid has $K<0$ and $\mu>0$: the surface energy falls when an atom moves from there to a flat part.

\section{(c) The evolution equation}

\textit{Derive the equation of motion of the surface and its boundary conditions.}

\paragraph{Solution.} Let atoms hop a distance $b$ along the surface, at rate $r$ in each direction. The mean square displacement is $2rb^2t=2Dt$, so $D=rb^2$. A weak force $f$ changes the two rates to $r e^{\pm fb/2kT}$, and the drift velocity is
\begin{equation}
v=2rb\sinh\frac{fb}{2kT}\simeq\frac{rb^2f}{kT}=\frac{Df}{kT}.
\end{equation}
Here $f=-\partial\mu/\partial s$, with $s$ the arc length. With $\nu$ mobile atoms per area, the flux is
\begin{equation}
J=-\frac{D\nu}{kT}\frac{\partial\mu}{\partial s}
=\frac{D\nu\gamma\Omega}{kT}\,\frac{1}{\sqrt{1+y_x^2}}\frac{\partial K}{\partial x},
\end{equation}
since $ds=\sqrt{1+y_x^2}\,dx$. The atoms above an interval $dx$ change at the rate $J(x)-J(x+dx)$, which equals $y_t\,dx/\Omega$. Hence $y_t=-\Omega J_x$, or
\begin{equation}
y_t=-B\,\partial_x\!\left[\frac{1}{\sqrt{1+y_x^2}}\,\partial_xK\right],
\qquad B=\frac{D\gamma\Omega^2\nu}{kT}.
\label{eq:full}
\end{equation}
The conditions are $y(x,0)=0$, $y_x(0^+,t)=m$, $J(0,t)=0$, and $y\to0$ as $x\to\infty$. The flux vanishes at the root because mirror symmetry sends equal currents from both sides, and the boundary neither takes up nor emits atoms.

\section{(d) The growth law at any slope}

\textit{Without solving the equation, find how the groove depends on time.}

\paragraph{Solution.} The constant $B$ has the dimension length$^4$/time, and $m$ is a pure number. Suppose $y(x,t)$ solves the problem. Then $\lambda^{-1}y(\lambda x,\lambda^4t)$ has the same root slope, starts flat, and satisfies the same equation, because both sides of (\ref{eq:full}) acquire the factor $\lambda^3$. If the solution is unique, the two functions agree for every $\lambda>0$. Choosing $\lambda=1/L$ with
\begin{equation}
L(t)=(Bt)^{1/4}
\end{equation}
makes the second argument the constant $1/B$, so
\begin{equation}
y(x,t)=L\,W(u),\qquad u=x/L .
\end{equation}
The groove keeps its shape, and its depth and width both grow as $t^{1/4}$.

To find the equation for $W$, use $L_t=B/(4L^3)$ and $u_t=-uL_t/L$:
\begin{equation}
y_t=L_tW+LW'u_t=\frac{B}{4L^3}(W-uW').
\end{equation}
Also $y_x=W'$ and $K=\kappa/L$, with $\kappa=W''/(1+W'^2)^{3/2}$. Each remaining $x$ derivative contributes $1/L$, so $B/L^3$ cancels:
\begin{equation}
\frac{W-uW'}{4}=-\left[\frac{\kappa'}{\sqrt{1+W'^2}}\right]'.
\label{eq:sim}
\end{equation}
The boundary conditions are $W'(0)=m$, $\kappa'(0)=0$ and $W\to0$ at infinity; none contains the time.

No small slope was needed. As a test at $m=1$ (a $45^\circ$ inclination), equation (\ref{eq:full}) was integrated from a flat start. Between $Bt=1/16$ and $Bt=1$ the depth from maximum to root grew with exponent 0.2495. The final depth was $0.7724L$, against $0.7720L$ from a separate solution of (\ref{eq:sim}).

The fixed angle is one of several requirements. A slope $m(t)$ that drifted would put time back into the boundary condition, and an initial profile with its own wavelength would supply a second length.

\section{(e) The profile for small slopes}

\textit{Solve the problem to first order in $m$.}

\paragraph{Solution.} To first order $K=y_{xx}$ and the square root is 1, so
\begin{equation}
y_t=-By_{xxxx},\qquad y_x(0^+,t)=m,\qquad y_{xxx}(0^+,t)=0 .
\end{equation}
Define $F(k,t)=\int_0^\infty y\cos kx\,dx$. For a function $g$ that decays with its derivatives, two integrations by parts give
\begin{equation}
\int_0^\infty g''\cos kx\,dx=-g'(0)+k\int_0^\infty g'\sin kx\,dx
=-g'(0)-k^2\int_0^\infty g\cos kx\,dx .
\end{equation}
With $g=y$, the transform of the curvature is
\begin{equation}
\hat K\equiv\int_0^\infty y_{xx}\cos kx\,dx=-m-k^2F .
\label{eq:khat}
\end{equation}
With $g=y_{xx}$ and $y_{xxx}(0^+)=0$, the transform of $y_{xxxx}$ is $-k^2\hat K$. Therefore
\begin{equation}
F_t=Bk^2\hat K=-B(k^4F+mk^2).
\end{equation}
The solution with $F(k,0)=0$ is
\begin{equation}
F=-\frac{m}{k^2}\left(1-e^{-Bk^4t}\right).
\end{equation}
The inverse transform is $y=(2/\pi)\int_0^\infty F\cos kx\,dk$. Substituting $k=q/L$, we have $dk/k^2=L\,dq/q^2$, and so
\begin{equation}
y=mL\,Z(u),\qquad
Z(u)=-\frac2\pi\int_0^\infty\frac{1-e^{-q^4}}{q^2}\cos(qu)\,dq .
\label{eq:Z}
\end{equation}

An initial roughness $F_0(k)$ would add $F_0e^{-Bk^4t}$ in this linear regime. Each Fourier component is forgotten once $L$ greatly exceeds its wavelength divided by $2\pi$; the long waves last longest.

\section{(f) Depth, width and the path of the atoms}

\textit{Find the root level, the first maximum and the direction of the flux.}

\paragraph{Solution.} At $u=0$ integrate by parts; the boundary terms vanish. Then put $p=q^4$:
\begin{equation}
\int_0^\infty\frac{1-e^{-q^4}}{q^2}dq=4\int_0^\infty q^2e^{-q^4}dq
=\int_0^\infty p^{-1/4}e^{-p}dp=\Gamma(\tfrac34).
\end{equation}
Thus $Z(0)=-(2/\pi)\Gamma(3/4)=-0.7801$. For the curvature, (\ref{eq:khat}) gives $\hat K=-me^{-Bk^4t}$, whose inverse transform at the root yields
\begin{equation}
Z''(0)=-\frac2\pi\int_0^\infty e^{-q^4}dq=-\frac2\pi\Gamma(\tfrac54)=-0.5770 .
\end{equation}

Away from the root a power series is convenient. The linear form of (\ref{eq:sim}) is $Z''''=(uZ'-Z)/4$. With $Z=\sum a_nu^n$, equating powers gives
\begin{equation}
a_{n+4}=\frac{(n-1)\,a_n}{4(n+1)(n+2)(n+3)(n+4)} .
\end{equation}
The starting values are $a_0=Z(0)$, $a_1=1$, $a_2=Z''(0)/2$ and $a_3=0$. The factor $n-1$ makes $a_5$ vanish, and with it $a_9,a_{13},\dots$; since $a_3=0$, the terms $a_7,a_{11},\dots$ vanish too. Only $u$ remains of the odd powers:
\begin{equation}
Z=u+a_0\left(1-\frac{u^4}{96}-\dots\right)+a_2\left(u^2+\frac{u^6}{1440}+\dots\right).
\end{equation}
At $u=2$ the terms shown sum to 0.183; the full series gives 0.1839.

The first maximum lies at $u=2.300$, where $Z=0.1940$. For small slopes, the depth $d$ from maximum to root and the distance $w_m$ between the two maxima are
\begin{equation}
d=0.974\,m\,(Bt)^{1/4},\qquad w_m=4.60\,(Bt)^{1/4}.
\end{equation}
The profile then falls and crosses the original level: $Z(5)=-0.0064$. At $m=1$ the small-slope depth would be $0.974L$, about 26\% above the nonlinear value in part (d). The exponent survives there, but this coefficient does not.

The flux is proportional to $y_{xxx}$, hence to $Z'''$. It vanishes at the root, where its derivative is $Z''''(0)=-Z(0)/4>0$, so atoms start outward. Solving (\ref{eq:sim}) at $m=0.003$ gave an outward flux at each of 200 points between $u=0.02$ and the maximum. The sharp root is thus flanked by convex surface, of high chemical potential, that feeds the ridges. No material is lost: as $k\to0$, $F\simeq-mBk^2t\to0$, so $\int_0^\infty y\,dx=0$.

This picture also explains the slow growth. The chemical potential near the root falls as $m/L$ and the path lengthens as $L$, so the flux falls as $m/L^2$. The displaced area is of order $mL^2$, and its growth rate $mLL_t$ must match $Bm/L^2$. Hence $L^3L_t\sim B$, which integrates to $L^4\sim Bt$.

\section{(g) A copper foil}

\textit{Estimate the groove on copper after one hour at 1200 K, a heat treatment like that before vapour growth of graphene.}

\paragraph{Solution.} Take rough typical values: $\gamma=10.0$ eV/nm$^2$, $\gamma_{gb}=3.5$ eV/nm$^2$, $\Omega=0.0118$ nm$^3$ and $D=3.0\times10^{-5}$ cm$^2$/s. For the mobile atoms take one surface layer, $\nu=\Omega^{-2/3}=19.29$ nm$^{-2}$. With $kT=0.1034$ eV and $1\ \mathrm{cm^2}=10^{14}\ \mathrm{nm^2}$,
\begin{align}
B&=\frac{(3.0\times10^{-5}\times10^{14})(10.0)(0.0118)^2(19.29)}{0.1034}
=7.79\times10^8\ \mathrm{nm^4/s},\\
L&=(7.79\times10^8\times3600)^{1/4}=1294\ \mathrm{nm}.
\end{align}
The root condition gives $\sin\theta=3.5/20.0=0.175$, so $\theta=10.08^\circ$ and $m=0.1777$. The dihedral angle is $159.8^\circ$. Then
\begin{align}
d&=0.9741\times0.1777\times1294=224\ \mathrm{nm}\ (2240\ \text{\AA}),\\
w_m&=4.600\times1294=5950\ \mathrm{nm}.
\end{align}
The root is 179 nm below the original level; the remaining 45 nm is the height of the ridge. At 225 s, one sixteenth of the time, the depth is already 112 nm, half the final value.

The chemical potential at the root is $-\gamma\Omega mZ''(0)/L=9.35\times10^{-6}$ eV. This is about $10^{-4}kT$. It varies over the scale $L$, so its change over one atomic hop is far smaller still, which justifies the weak-force expansion in part (c). Solving (\ref{eq:sim}) at this slope lowers the depth by 1.0\% relative to the small-slope formula.

\section{(h) Where the law fails}

\textit{Size the effects of other transport, anisotropy and finite grains.}

\paragraph{Solution: other transport.} Let atoms also diffuse through the lattice, with diffusivity $D_v$. In the quasi-steady state $\mu$ obeys Laplace's equation in the solid. A surface component $\mu_k\cos kx$ decays inward as $e^{kz}$ for $z<0$, so its outward gradient at the surface is $k\mu_k$. The flux $-(D_v/\Omega kT)\nabla\mu$ moves the surface at the rate $-(D_v/kT)k\mu_k$. Since $\mu_k=-\gamma\Omega\hat K$, it adds $Ck\hat K$ to $F_t$, with $C=D_v\gamma\Omega/kT$.

For evaporation in free vacuum, a flat surface of vapour pressure $P$ loses $j_0=P/\sqrt{2\pi MkT}$ atoms of mass $M$ per area and time. Curvature changes this by $j_0\mu/kT$. Relative to the receding flat surface this adds $A\hat K$, with $A=j_0\gamma\Omega^2/kT$.

Together, $F_t=(Bk^2+Ck+A)\hat K$. Because $\hat K_t=-k^2F_t$ and $\hat K(0)=-m$, the solution is as before, with $q^4$ in (\ref{eq:Z}) replaced by
\begin{equation}
q^4+cq^3+aq^2,\qquad c=\frac{CL}{B},\qquad a=\frac{AL^2}{B}.
\end{equation}
For rough values $D_v=5\times10^{-10}$ cm$^2$/s and $P=10^{-5}$ Torr, $c=0.095$ and $a=3.7\times10^{-4}$. They deepen the groove by 2.7\% and 0.014\%, with $L$ held fixed. Both strengths grow with $L$, so surface diffusion loses its lead at late times. Lattice diffusion alone has the length $(Ct)^{1/3}$, evaporation alone $(At)^{1/2}$.

In free vacuum the flat surface would also recede by 540 nm. An inclined surface recedes vertically faster by the factor $\sqrt{1+y_x^2}$. At the root slope this amounts to 8.5 nm in the hour, about 4\% of the groove depth, before smoothing by diffusion. With small-slope surface diffusion acting at the same time, the groove deepens by only about 2.5 nm, or 1.1\%. A gas that returns evaporated atoms reduces this.

\paragraph{Solution: anisotropy.} Let $\gamma(\phi)=\gamma_0(1+\epsilon\cos4\phi)$, where $\tan\phi=y_x$. For small slopes the energy per $dx$ is
\begin{equation}
\gamma(\phi)\sqrt{1+y_x^2}\simeq\gamma(0)+\tfrac12\left[\gamma(0)+\gamma''(0)\right]y_x^2 .
\end{equation}
The stiffness $\gamma+\gamma''=\gamma_0(1-15\epsilon)$ therefore replaces $\gamma$ in $B$. It also controls the root angle at small slopes. For $\epsilon=0.01$ it is $0.85\gamma_0$. Minimising the root energy with the full $\gamma(\phi)$ raises $m$ from 0.1777 to 0.2064. The depth changes by the factor
\begin{equation}
\frac{0.2064}{0.1777}\,(0.85)^{1/4}=1.115 .
\end{equation}
This 11.5\% increase is relative to an isotropic surface of energy $\gamma_0$. It is an estimate, since it uses the stiffness at $\phi=0$ for the whole profile; the nonlinear similarity problem with the full stiffness gives 12.4\% relative to the nonlinear isotropic groove. The figure belongs to this orientation, with the flat surface on a maximum of $\gamma$. For mirror grains with $\gamma_0[1+\epsilon\cos4(\phi+\phi_0)]$ and the same $\epsilon$, the change runs from about $+23\%$ at $\phi_0=10^\circ$ to $-23\%$ at $60^\circ$ and passes through zero between $30^\circ$ and $40^\circ$. For $\epsilon>1/15$ the stiffness is negative, the flat surface is unstable, and the model no longer applies.

\paragraph{Solution: finite grains.} Let parallel boundaries be a distance $G$ apart. Symmetry at mid-grain leaves the equation for $F$ unchanged, with $k_n=2\pi n/G$. The cosine series on the half grain has the prefactor $4/G$, so the root depth is
\begin{equation}
-y(0,t)=\frac{4m}{G}\sum_{n=1}^{\infty}\frac{1-e^{-Bk_n^4t}}{k_n^2}
\;\xrightarrow{t\to\infty}\;\frac{4m}{G}\,\frac{G^2}{4\pi^2}\,\frac{\pi^2}{6}=\frac{mG}{6}.
\end{equation}
Growth stops when the curvature, and with it $\mu$, is uniform. The root depth is 5\% below the isolated-groove value when $G/L=4.51$. The ratio of the two depths does not fall steadily with time: at $G/L=6$ the root is about 5\% deeper than in an isolated groove. In the linear problem the profiles of neighbouring grooves add, and each root then lies in the shallow dip beyond its neighbours' ridges. In the copper example $G/L=4.51$ is reached after 1940 s for 5 $\mu$m grains. After one hour their roots are about 17.5\% shallower than the isolated-groove value, and neighbouring ridges have merged at mid-grain. The depth from maximum to root is then still close to 224 nm, but only by coincidence. For 100 $\mu$m grains, reaching $G/L=4.51$ would take $3.1\times10^8$ s. By then $L$ would be about 22 $\mu$m and $c\approx1.6$, so the surface-diffusion law would already have failed. In free vacuum the foil itself would be gone: at 540 nm per hour, its surface would recede by more than 4 cm in that time.

\paragraph{The real foil.} In a hotter treatment, say at 1300 K, both $D$ and $P$ are larger. The surface diffusivity is uncertain, since it depends on adsorbed species; doubling it deepens the groove by 19\% if surface diffusion acts alone. Real copper is anisotropic. In the smooth $\cos4\phi$ model above, a 1\% modulation of $\gamma$ can outweigh the computed effects of finite slope, lattice diffusion and evaporation, but its size and sign depend on the grain orientation; cusps in $\gamma$ and faceted surfaces lie outside that model. Rolled foils are not initially flat and their boundaries can move; neither effect is sized here. The figure of 224 nm therefore describes an isolated, stationary boundary on an initially smooth surface of isotropic energy, with transport by surface diffusion alone and in the small-slope approximation. The remaining values are in the numerical output.

\section*{Computed results}
\begin{verbatim}
Z(0), root level: -0.7801
Z''(0), root curvature: -0.5770
Z(1): -0.0607
Z(2): 0.1839
Z(3): 0.1565
Z(5): -0.0064
position of first maximum u_max: 2.300
Z(u_max): 0.1940
depth factor Z(u_max)-Z(0): 0.9741
width factor 2 u_max: 4.600
m=1, growth exponent from time integration: 0.2495
m=1, depth/L from time integration: 0.7724
m=1, depth/L from similarity problem: 0.7720
m=1, depth/L from small-slope formula: 0.9741
temperature: 1200 K
thermal energy kT: 0.1034 eV
anneal time: 3600 s
surface energy: 10.0 eV/nm^2
grain-boundary energy: 3.5 eV/nm^2
atomic volume: 0.0118 nm^3
mobile atoms per area: 19.29 nm^-2
surface diffusivity: 3.0e-05 cm^2/s
B: 7.794e+08 nm^4/s
L=(Bt)^(1/4): 1294 nm
surface angle theta: 10.08 degrees
dihedral angle: 159.8 degrees
root slope m: 0.1777
root depth below original level: 179 nm
groove depth, maximum to root: 224 nm
groove depth, converted: 2241 angstrom
distance between maxima: 5953 nm
groove depth at 225 s: 112 nm
chemical potential at root: 9.35e-06 eV
finite-slope change of depth: -1.00 %
lattice diffusivity: 5.0e-10 cm^2/s
lattice-diffusion strength c: 0.0947
lattice-diffusion change of depth: 2.73 %
vapour pressure: 1.0e-05 Torr
evaporation strength a: 3.68e-04
evaporation change of depth: 0.014 %
flat recession in free vacuum: 540 nm
slope-dependent extra recession: 8.5 nm
anisotropy amplitude (cos 4 phi): 0.01
anisotropic stiffness/gamma: 0.85
anisotropic root slope: 0.2064
anisotropy change of depth, estimate: 11.5 %
depth factor if D is doubled: 1.189
grain width: 100 um
saturated root depth m G/6: 2962 nm
G/L where root depth is 5 % low: 4.51
time to reach it, G=100 um: 3.10e+08 s
time to reach it, G=5 um: 1938 s
\end{verbatim}
